# Reduced Matrix Elements between Spinor Harmonics and Their Dipole Channels

## 1. What symmetry fixes

The spinor harmonics \(\Omega_{\kappa m}\) are the angular parts of Dirac orbitals in a central field. They have angular momentum \(j=|\kappa|-\tfrac12\) and parity \((-1)^l\). The operator

\[
C^k_q(\hat r)=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}(\hat r)
\]

is a tensor of rank \(k\) and parity \((-1)^k\). Rotational symmetry therefore puts the whole dependence on \(m,q,m'\) into a sign and a 3j symbol:

\[
\langle\kappa m|C^k_q|\kappa' m'\rangle=(-1)^{j-m}
\begin{pmatrix} j&k&j'\\-m&q&m'\end{pmatrix}\langle\kappa\|C^k\|\kappa'\rangle .\tag{1}
\]

This defines the reduced element, written \(R_k(\kappa,\kappa')\) below. It vanishes unless \(|j-j'|\le k\le j+j'\) and \(l+l'+k\) is even.

There is one more symmetry. The operator \(\sigma_r=\boldsymbol\sigma\cdot\hat r\) is invariant under rotations, odd under parity, and satisfies \(\sigma_r^2=1\). It keeps \(j\) and changes \(l\), so it exchanges \(\kappa\) and \(-\kappa\). Since \(C^k_q\) contains no spin, it commutes with \(\sigma_r\). Hence \(R_k(-\kappa,-\kappa')\) can differ from \(R_k(\kappa,\kappa')\) by a phase at most. What remains is to find the number \(R_k\) and that phase.

## 2. Spinor harmonics and their values on the z axis

Let \(s=\operatorname{sgn}\kappa\). For \(j=l+\frac12\) we have \(\kappa=-(l+1)\), and for \(j=l-\frac12\) we have \(\kappa=l\). Both cases are contained in \(l=j+s/2\).

For given \(l\) and \(m\), write a spinor as \((u\,Y_{l,m-1/2},\,d\,Y_{l,m+1/2})\), and set \(a=l+\frac12+m\), \(b=l+\frac12-m\). On the pair \((u,d)\),

\[
\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix} m-\frac12&\sqrt{ab}\\ \sqrt{ab}&-m-\frac12\end{pmatrix}.
\]

Direct multiplication gives the normalized eigenvectors

\[
\frac{(\sqrt a,\sqrt b)}{\sqrt{2l+1}}\ \ \text{for } j=l+\tfrac12,\qquad
\frac{(-\sqrt b,\sqrt a)}{\sqrt{2l+1}}\ \ \text{for } j=l-\tfrac12,
\]

with eigenvalues \(l\) and \(-(l+1)\). In both cases \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}\). The signs are those of Condon–Shortley coupling in the order \(l\), then spin.

On the z axis, \(Y_{l\mu}(\hat z)=\sqrt{(2l+1)/4\pi}\,\delta_{\mu0}\), so only \(m=\pm\frac12\) survives. For \(m=\frac12\) the upper component remains, with \(\sqrt a=\sqrt{l+1}\) or \(-\sqrt b=-\sqrt l\). For \(m=-\frac12\) the lower one remains, with \(\sqrt b=\sqrt{l+1}\) or \(\sqrt a=\sqrt l\). The number under the root is \(|\kappa|\) each time:

\[
\Omega_{\kappa,1/2}(\hat z)=-s\sqrt{\frac{|\kappa|}{4\pi}}\,\chi_\uparrow,\qquad
\Omega_{\kappa,-1/2}(\hat z)=\sqrt{\frac{|\kappa|}{4\pi}}\,\chi_\downarrow .\tag{2}
\]

## 3. The reduced element from one point of the sphere

Take \(j,k,j'\) inside the triangle and define

\[
F(\hat r)=\sum_{mqm'}(-1)^{j-m}\begin{pmatrix} j&k&j'\\-m&q&m'\end{pmatrix}
\Omega^\dagger_{\kappa m}C^k_q\,\Omega_{\kappa'm'} .
\]

The factor \((-1)^{j-m}\Omega^\dagger_{\kappa m}\) transforms as component \(-m\) of a tensor of rank \(j\), and the 3j symbol couples three tensors to a scalar. Thus \(F\) has the same value at every point of the sphere.

Now integrate. By (1), each term gives the square of a 3j symbol times \(R_k\), because \((-1)^{2(j-m)}=1\). These squares sum to 1, so

\[
R_k(\kappa,\kappa')=\int F\,d\Omega=4\pi F(\hat z).
\]

At \(\hat z\), \(C^k_q=\delta_{q0}\), which leaves \(m=m'=\pm\frac12\). Abbreviate

\[
T=\begin{pmatrix} j&k&j'\\ \frac12&0&-\frac12\end{pmatrix},\qquad
\bar T=\begin{pmatrix} j&k&j'\\-\frac12&0&\frac12\end{pmatrix}=(-1)^{j+j'+k}\,T .
\]

The last relation is the rule for reversing the lower row. The term \(m=\frac12\) carries \(\bar T\) and, by (2), the factor \(ss'\). The term \(m=-\frac12\) carries \(T\):

\[
R_k=\sqrt{|\kappa\kappa'|}\left[(-1)^{j-1/2}ss'\,\bar T+(-1)^{j+1/2}\,T\right]
=(-1)^{j+1/2}\sqrt{|\kappa\kappa'|}\;T\left[1-ss'(-1)^{j+j'+k}\right].
\]

The bracket is the parity rule. From \(l=j+s/2\),

\[
(-1)^{l+l'+k}=(-1)^{j+j'+k}(-1)^{(s+s')/2}=-ss'(-1)^{j+j'+k},
\]

since \((s+s')/2\) is \(\pm1\) for equal signs and 0 for opposite signs. The bracket is therefore \(1+(-1)^{l+l'+k}=2\Pi\), where \(\Pi=1\) for even \(l+l'+k\) and \(\Pi=0\) otherwise. With \(2\sqrt{|\kappa\kappa'|}=\sqrt{(2j+1)(2j'+1)}\),

\[
\boxed{\;\langle\kappa\|C^k\|\kappa'\rangle=(-1)^{j+1/2}\sqrt{(2j+1)(2j'+1)}
\begin{pmatrix} j&k&j'\\ \frac12&0&-\frac12\end{pmatrix}\Pi\;}\tag{3}
\]

Outside the triangle the 3j symbol is zero, so (3) holds there too.

The case \(k=0\) tests the sign. There \(C^0_0=1\), and \(T=(-1)^{j+1/2}/\sqrt{2j+1}\) for \(j'=j\). Formula (3) gives \(R_0(\kappa,\kappa)=+\sqrt{2j+1}\), as (1) requires for the unit operator, while \(R_0(\kappa,-\kappa)=0\) by parity.

Exchanging bra and ket swaps the outer columns of \(T\) and reverses its lower row. The two phases cancel, so \(T\) is unchanged and

\[
R_k(\kappa',\kappa)=(-1)^{j-j'}R_k(\kappa,\kappa').\tag{4}
\]

## 4. Flipping both signs

In (3) the signs of \(\kappa\) and \(\kappa'\) enter through \(\Pi\) alone. Under \(\kappa\to-\kappa\), \(l\) changes to \(l-s\), a step of one. If both signs flip, \(l+l'\) changes by an even number and \(\Pi\) stays the same:

\[
\langle-\kappa\|C^k\|-\kappa'\rangle=\langle\kappa\|C^k\|\kappa'\rangle .\tag{5}
\]

If one sign flips, \(l+l'\) changes by an odd number and an allowed element becomes zero.

The operator argument of Section 1 can now be completed. The spinor \(\sigma_r\Omega_{\kappa m}\) has the quantum numbers of \(\Omega_{-\kappa,m}\), and the factor between them does not depend on \(m\). On the z axis \(\sigma_r=\sigma_z\). For \(m=\frac12\), (2) gives \(\sigma_z\Omega_{\kappa,1/2}=-s\sqrt{|\kappa|/4\pi}\,\chi_\uparrow\), while \(\Omega_{-\kappa,1/2}=+s\sqrt{|\kappa|/4\pi}\,\chi_\uparrow\). Hence

\[
\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa,m}.\tag{6}
\]

The two minus signs cancel in \(\langle-\kappa m|C^k_q|-\kappa'm'\rangle=\langle\kappa m|\sigma_rC^k_q\sigma_r|\kappa'm'\rangle=\langle\kappa m|C^k_q|\kappa'm'\rangle\).

Two conditions limit (5).

- **Phase convention.** If every spinor harmonic carries an extra factor \(i^l\), then \(R_k\) is multiplied by \(i^{l'-l}\). After the flip this factor is \(i^{(l'-s')-(l-s)}\), so the ratio of flipped to original element is \(i^{s-s'}\). It is \(1\) for equal signs and \(-1\) for opposite signs, as in \(s_{1/2}\)–\(p_{1/2}\). The magnitude is unaffected.
- **Spin in the operator.** The argument needs an operator that commutes with \(\sigma_r\). The spin does not: \(\sigma_r\sigma_z\sigma_r=2\cos\theta\,\sigma_r-\sigma_z\). Result (5) cannot be carried over to such operators.

## 5. Dipole-coupled channels

For \(k=1\) the triangle allows \(j'=j\) and \(j'=j\pm1\). Parity requires \(l'-l=j'-j+(s'-s)/2\) to be odd. For \(j'=j\) this means \(s'=-s\), hence \(\kappa'=-\kappa\). For \(j'=j\pm1\) it means \(s'=s\), hence \(|\kappa'|=|\kappa|\pm1\) with the same sign. Together,

\[
\kappa'\in\{-\kappa,\ \kappa+1,\ \kappa-1\},\qquad \kappa'\neq0 .\tag{7}
\]

There are two channels for \(|\kappa|=1\) and three for larger \(|\kappa|\). Let \(n=|\kappa|=j+\frac12\) in the rest of this section.

**Equal j.** Apply the Wigner–Eckart theorem to \(J_z\), with reduced element \(N\):

\[
m=(-1)^{j-m}\begin{pmatrix} j&1&j\\-m&0&m\end{pmatrix}N .
\]

Summing the squared elements of all components of \(\mathbf J\) gives \(N^2=j(j+1)(2j+1)\), and \(N>0\) in the standard 3j convention. At \(m=\frac12\) this yields \(\bar T=(-1)^{j-1/2}/(2N)\), and \(T=\bar T\) because \(2j+1\) is even. From (3), using \((-1)^{2j}=-1\) and \(4j(j+1)=4n^2-1\),

\[
R_1(\kappa,-\kappa)=-\frac{2j+1}{2N}=-\sqrt{\frac{2n}{4n^2-1}} .\tag{8}
\]

**Sum rule.** The spinor harmonics are complete on the sphere and \(\sum_q|C^1_q|^2=1\). For fixed \(m\), the squared elements summed over \(\kappa',m',q\) therefore give 1. Summing over \(m\) as well,

\[
\sum_{\kappa'}R_1(\kappa,\kappa')^2=2j+1=2n .\tag{9}
\]

**Neighbouring j.** Let \(U_n\) be the squared element from \(n\) to \(n+1\). By (4) the squared element from \(n\) to \(n-1\) is \(U_{n-1}\), with \(U_0=0\). Then (8) and (9) give the recursion

\[
U_n+U_{n-1}=2n-\frac{2n}{4n^2-1}=\frac{2n(4n^2-2)}{4n^2-1}.
\]

Its solution is \(U_n=2n(n+1)/(2n+1)\), because

\[
\frac{n+1}{2n+1}+\frac{n-1}{2n-1}=\frac{4n^2-2}{4n^2-1}.
\]

For the sign, the Clebsch–Gordan coefficient \(\langle j\tfrac12,10|j{+}1,\tfrac12\rangle\) is positive, since a stretched state and all states lowered from it have positive coefficients. It equals \((-1)^{j-1/2}\sqrt{2j+3}\,T\), so \(T\) has the sign \((-1)^{j-1/2}\) and \(R_1\) is negative. Relation (4) reverses the sign for the downward step:

\[
R_1=-\sqrt{\frac{2n(n+1)}{2n+1}}\ \ (n\to n+1),\qquad
R_1=+\sqrt{\frac{2n(n-1)}{2n-1}}\ \ (n\to n-1).\tag{10}
\]

Each row of the table holds a channel and its partner under the double flip.

| \((\kappa,\kappa')\) | Partner | \(R_1\) | \(R_1^2\) |
|---|---|---|---|
| \((-1,1)\): \(s_{1/2},p_{1/2}\) | \((1,-1)\): \(p_{1/2},s_{1/2}\) | −0.8165 | 0.6667 |
| \((-1,-2)\): \(s_{1/2},p_{3/2}\) | \((1,2)\): \(p_{1/2},d_{3/2}\) | −1.1547 | 1.3333 |
| \((-2,-1)\): \(p_{3/2},s_{1/2}\) | \((2,1)\): \(d_{3/2},p_{1/2}\) | +1.1547 | 1.3333 |
| \((-2,2)\): \(p_{3/2},d_{3/2}\) | \((2,-2)\): \(d_{3/2},p_{3/2}\) | −0.5164 | 0.2667 |
| \((-2,-3)\): \(p_{3/2},d_{5/2}\) | \((2,3)\): \(d_{3/2},f_{5/2}\) | −1.5492 | 2.4000 |
| \((-3,-2)\): \(d_{5/2},p_{3/2}\) | \((3,2)\): \(f_{5/2},d_{3/2}\) | +1.5492 | 2.4000 |
| \((-3,3)\): \(d_{5/2},f_{5/2}\) | \((3,-3)\): \(f_{5/2},d_{5/2}\) | −0.4140 | 0.1714 |
| \((-3,-4)\): \(d_{5/2},f_{7/2}\) | \((3,4)\): \(f_{5/2},g_{7/2}\) | −1.8516 | 3.4286 |

For \(\kappa=-2\), the squares add to \(1.3333+0.2667+2.4000=4=2j+1\). The channel with equal \(j\) holds the fraction \(1/(4n^2-1)\) of the sum. This is one third for \(n=1\) and falls as \(1/(4n^2)\) for large \(n\), where the two neighbouring channels share nearly all the strength.

## 6. One angular factor for both Dirac components

Write the orbital as

\[
\psi=\frac1r\begin{pmatrix}P\,\Omega_{\kappa m}\\ iQ\,\Omega_{-\kappa,m}\end{pmatrix}.
\]

In the matrix element of \(rC^1_q\), the large components contribute \(R_1(\kappa,\kappa')\) and the small ones \((-i)(i)R_1(-\kappa,-\kappa')\). By (5) these are equal. The line strength, summed over \(m,m',q\) and without the charge factor, is

\[
S=R_1(\kappa,\kappa')^2\,I^2,\qquad I=\int_0^\infty r\,(PP'+QQ')\,dr .\tag{11}
\]

Here \(P',Q'\) are the radial functions of the orbital with \(\kappa'\); derivatives are written \(d/dr\). The relative plus sign in \(I\) follows from (5).

For the radial functions, use \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\) in atomic units. With (6) and the eigenvalue \(-(\kappa+1)\),

\[
\boldsymbol\sigma\cdot\mathbf p\,f\,\Omega_{\kappa m}=i\left(\frac{df}{dr}+\frac{\kappa+1}{r}f\right)\Omega_{-\kappa,m}.
\]

For a point charge \(Z\) and total energy \(W\), the Dirac equation becomes

\[
\frac{dP}{dr}+\frac{\kappa}{r}P=\frac1c\left(W+c^2+\frac Zr\right)Q,\qquad
\frac{dQ}{dr}-\frac{\kappa}{r}Q=-\frac1c\left(W-c^2+\frac Zr\right)P .\tag{12}
\]

## 7. Example: the hydrogen-like mercury ion

Take \(Z=80\), so \(Z/c=0.5838\), and the transitions from \(1s_{1/2}\) to \(2p_{1/2}\) and \(2p_{3/2}\). The model has an infinitely heavy point nucleus, the long-wavelength length form of the dipole operator, and no QED corrections. It serves to show the role of the small component. A finite nucleus (uniform sphere, rms radius 5.46 fm) raises \(I\) by about 0.1%, to 0.01396 and 0.01390 bohr, and \(S\) by about 0.2%. The long-wavelength form is a much coarser approximation for this ion: the photon energy \(\omega\) is 72–74 keV, and \(\omega r/c\) is about 0.7–0.8 where the transition density lies. Its effect is given at the end of this section.

The bound solutions of (12) are \(r^\gamma e^{-\lambda r}\) times polynomials of degree \(\nu-|\kappa|\), where \(\nu\) is the principal quantum number, \(\gamma=\sqrt{\kappa^2-(Z/c)^2}\) and \(\lambda=\sqrt{c^4-W^2}/c\). The energies are given by the Sommerfeld formula \(W=c^2/\sqrt{1+(Z/c)^2/(\nu-|\kappa|+\gamma)^2}\). Inserting the polynomials in (12) gives linear equations for their coefficients. These were solved numerically by singular value decomposition, and the integrals then reduce to gamma functions.

| Quantity (bohr) | \(2p_{1/2}\) | \(2p_{3/2}\) |
|---|---|---|
| \(\int rPP'dr\) | 0.01477 | 0.01325 |
| \(\int rQQ'dr\) | −0.00082 | +0.00064 |
| \(I\) | 0.01395 | 0.01388 |

With (11),

\[
S(2p_{1/2})=\tfrac23(0.01395)^2=1.30\times10^{-4}\ \text{bohr}^2,\qquad
S(2p_{3/2})=\tfrac43(0.01388)^2=2.57\times10^{-4}\ \text{bohr}^2 .
\]

The nonrelativistic radial integral is \(1.2903/Z=0.01613\) bohr for both lines, which gives \(1.73\times10^{-4}\) and \(3.47\times10^{-4}\) bohr². Relative to these values, the long-wavelength Dirac strengths are lower by 25% and 26%.

The signs of the small parts can be understood at leading order in \(Z/c\), where \(Q\approx(dP/dr+\kappa P/r)/(2c)\). Up to normalization, \(P_{1s}=re^{-Zr}\) and \(P_{2p}=r^2e^{-Zr/2}\), so

\[
2cQ_{1s}=-Zr\,e^{-Zr},\quad
2cQ_{2p_{3/2}}=-\tfrac Z2r^2e^{-Zr/2},\quad
2cQ_{2p_{1/2}}=\left(3r-\tfrac Z2r^2\right)e^{-Zr/2}.
\]

For \(2p_{3/2}\), \(QQ'=(Z^2/8c^2)PP'\), and the ratio of small to large part is \(+\frac18(Z/c)^2=+0.043\). For \(2p_{1/2}\), use \(\int_0^\infty r^pe^{-\beta r}dr=p!/\beta^{p+1}\) with \(\beta=\frac32Z\):

\[
\frac{\int rQQ'dr}{\int rPP'dr}=-\frac{Z}{4c^2}\left(\frac{3\beta}{4}-\frac Z2\right)=-\frac5{32}\left(\frac Zc\right)^2=-0.053 .
\]

The unrounded Dirac integrals give \(+0.048\) and \(-0.055\), so the leading order already has the right signs and sizes.

These opposite signs matter for the ratio of the two long-wavelength strengths. The large part for \(2p_{1/2}\) is 11% above that for \(2p_{3/2}\), but the small parts nearly cancel that difference in \(I\). The strength ratio is 1.98, close to the purely angular value \((4/3)/(2/3)=2\). If the small part were given the wrong sign, the two strengths would change by factors of 1.25 and 0.82, and their ratio would drop to about 1.31.

The value 1.98 is not the ratio for the real lines. Retardation, the variation of the photon field over the orbitals, is of the same order \((Z/c)^2\) as the small parts and acts differently on the two lines. Define an effective strength from the electric-dipole emission rate by \(A=4\omega^3S/[3c^3(2j'+1)]\), with \(j'\) the upper level. With retardation kept, it is \(1.38\times10^{-4}\) bohr² for \(2p_{1/2}\) and \(2.18\times10^{-4}\) bohr² for \(2p_{3/2}\), lower than the nonrelativistic values by 21% and 37%, and the ratio is 1.59. The rates also contain \(\omega^3\), which is 10% larger for \(2p_{3/2}\).

All numerical values are calculated from the stated model.
